# Temperature Exponent of Lattice Conductivity with Three- and Four-Phonon Scattering

## The situation

Suppose a crystalline layer in a working chip carries heat away from a hot spot by lattice vibrations. If its conductivity $\kappa$ drops as it warms, the hot spot becomes hotter still. A simple extrapolation takes $\kappa\propto 1/T$. Whether the real fall is steeper or gentler depends on how phonon scattering rates grow with temperature, and on which rates limit the heat current.

The local exponent

$$p=-\frac{d\ln\kappa}{d\ln T}$$

measures the fall, with $p=1$ for the $1/T$ law. The analysis assumes fixed harmonic frequencies, fixed anharmonic force constants and scattering rates from the first-order golden rule: cubic terms give three-phonon processes, quartic terms four-phonon processes. The small parameter is $x=\hbar\omega/kT$, where $k$ is Boltzmann's constant. At 300 K it reaches 1 at about 6 THz. Stiff crystals such as silicon have modes well above this frequency, so the high-temperature laws below are not reliable for them at room temperature.

## One occupation factor for every process

Let a process destroy one phonon of the mode under study, absorb further phonons from a set $I$ and emit phonons into a set $E$. All modes involved are distinct. Removing a phonon from a mode with mean occupation $n_i$ gives a factor $n_i$, because $\langle a^\dagger a\rangle=n_i$. Adding one gives $\langle aa^\dagger\rangle=1+n_i$. For independent modes these means multiply. If only the mode under study is displaced from equilibrium, to occupation $N$, forward minus backward events give

$$\frac{dN}{dt}=-W\left[NP-(1+N)Q\right],$$

$$P=\prod_I n_i\prod_E(1+n_i),\qquad Q=\prod_I(1+n_i)\prod_E n_i .$$

Here $W$ contains the squared coupling and the energy and momentum conditions. It does not depend on temperature.

The Bose occupation $n=1/(e^x-1)$ obeys $(1+n)/n=e^x$. Energy conservation reads $x+\sum_I x_i=\sum_E x_i$, so

$$\frac PQ=\exp\Big(\sum_E x_i-\sum_I x_i\Big)=e^x=\frac{1+n}{n}.$$

Hence $nP=(1+n)Q$, and the bracket vanishes at $N=n$. Since it is linear in $N$ with slope $P-Q$,

$$\frac{dN}{dt}=-WF\,(N-n),\qquad F=P-Q=Q(e^x-1).$$

The contribution to the decay rate of the population is $WF$.

To evaluate $F$, write $n_i=e^{-x_i/2}/[2\sinh(x_i/2)]$ and $1+n_i=e^{x_i/2}/[2\sinh(x_i/2)]$. The exponentials in $Q$ combine to $\exp[(\sum_I x_i-\sum_E x_i)/2]=e^{-x/2}$, while $e^x-1=2e^{x/2}\sinh(x/2)$. Therefore

$$F=\frac{2\sinh(x/2)}{\prod_i 2\sinh(x_i/2)},$$

with the product over all partners, absorbed or emitted.

## The classical limit and its first correction

For small $x$, $2\sinh(x/2)=x(1+x^2/24+\dots)$. Each partner contributes the same series in the denominator, so

$$F=\frac{x}{\prod_i x_i}\left[1+\frac{x^2-\sum_i x_i^2}{24}+O(x^4)\right].$$

Every $x$ is proportional to $1/T$. A three-phonon process has two partners and a four-phonon process has three:

$$F_3\simeq\frac{kT}{\hbar}\,\frac{\omega}{\omega'\omega''},\qquad
F_4\simeq\left(\frac{kT}{\hbar}\right)^2\frac{\omega}{\omega'\omega''\omega'''} .$$

These are the linear and quadratic laws. Their relative correction is of order $T^{-2}$. For a three-phonon decay, $x=x'+x''$ and the correction is $+x'x''/12$. For a combination, $x''=x+x'$, so $x^2-x'^2-x''^2=(x''-x')^2-x'^2-x''^2=-2x'x''$ and the correction is $-x'x''/12$.

The classical occupation is less accurate than the rates built from it. The expansion of the Bose occupation, $n=1/x-1/2+x/12+\dots$, has a constant term that the classical value $1/x$ omits. In the combination factor $n'-n''$ the two constants cancel; in the decay factor $1+n'+n''$ they cancel the 1.

Take a mode at 4.0 THz at 300 K, where $x=0.640$. The Bose occupation is 1.116 and the classical value $1/x$ is 1.563, which is 40% above it. For decay into two modes of half the frequency, the classical factor is $4/x=6.251$ and the full one is 6.304. The predicted correction, $x^2/48=0.0085$, accounts for the difference. For a four-phonon process in which this mode and one of half its frequency become two modes of three quarters of its frequency, the classical factor is 8.683 and the full one is 8.628. The predicted correction is $x^2(1-\tfrac14-\tfrac98)/24=-0.0064$. These examples concern the occupation factor alone; whether a crystal allows such processes depends on its dispersion.

Summing over processes with fixed $W$ preserves the powers:

$$\Gamma_3=AT(1+c_3),\qquad \Gamma_4=BT^2(1+c_4),\qquad c_3,c_4\propto T^{-2},$$

where $c_3$ and $c_4$ are averages of the bracketed correction, weighted by the classical rates.

## From rates to conductivity

In the relaxation-time approximation each mode returns to equilibrium independently at its rate $\Gamma$. This ignores the return of momentum by scattering that does not itself degrade the heat current. In a steady temperature gradient, drift balances relaxation:

$$v_x\frac{\partial n}{\partial T}\frac{dT}{dx_{\rm pos}}=-\Gamma(N-n).$$

Here $x_{\rm pos}$ is position and $v_x$ the velocity along it. Solving for $N-n$ and inserting it in the heat current $V^{-1}\sum\hbar\omega v_x(N-n)$ gives

$$\kappa=\frac1V\sum\frac{C v_x^2}{\Gamma},\qquad
C=\hbar\omega\frac{\partial n}{\partial T}=\frac{kx^2}{4\sinh^2(x/2)}=k\left(1-\frac{x^2}{12}+\dots\right).$$

Let static scattering, from boundaries or defects, add a temperature-independent rate $\Gamma_0$. At leading order $C=k$ and $\Gamma=AT+BT^2+\Gamma_0$, so

$$T\frac{d\Gamma}{dT}=AT+2BT^2=\Gamma+BT^2-\Gamma_0 .$$

Differentiating $\kappa$ brings down $-(T\,d\Gamma/dT)/\Gamma$ for each mode. With $\langle\cdot\rangle$ the average weighted by each mode's share of $\kappa$,

$$p=1+\left\langle\frac{BT^2-\Gamma_0}{\Gamma}\right\rangle .$$

Without static scattering, $p$ lies between 1 and 2, and exceeds 1 as soon as heat-carrying modes have four-phonon scattering. With static scattering, the fall is faster than $1/T$ only if the averaged four-phonon share of the rate exceeds the static share.

The first quantum correction has two sources. Since $x^2\propto T^{-2}$, the heat capacity gives $d\ln C/d\ln T=x^2/6$ at lowest order. For the rates,

$$T\frac{d\Gamma_3}{dT}=AT(1-c_3)\simeq\Gamma_3(1-2c_3),\qquad
T\frac{d\Gamma_4}{dT}=2BT^2\simeq\Gamma_4(2-2c_4).$$

Together,

$$p\simeq1+\left\langle\frac{\Gamma_4-\Gamma_0}{\Gamma}\right\rangle-\left\langle\frac{x^2}{6}\right\rangle-2\left\langle\frac{c_3\Gamma_3+c_4\Gamma_4}{\Gamma}\right\rangle .$$

The heat capacity lowers the exponent. The rate term can have either sign.

## A spectrum in closed form

Consider a Debye crystal: three branches with the same speed $v$ and a cutoff $\omega_D$. Put $u=\omega/\omega_D$ and choose the model rates

$$\Gamma_3=\Gamma_{3D}u^2,\qquad \Gamma_4=r\,\Gamma_{3D}u^4,\qquad \Gamma_{3D}\propto T,\quad r\propto T .$$

The powers of $u$ are model assumptions. The number $r$ is the ratio of four- to three-phonon rates at the cutoff. Averaging over directions gives $v_x^2\to v^2/3$, so

$$\kappa=\frac{3k}{(2\pi)^3}\,4\pi\,\frac{v^2}{3}\int\frac{q^2dq}{\Gamma}
=\frac{k\omega_D^3}{2\pi^2v}\int_0^1\frac{u^2du}{\Gamma},$$

where $q=\omega_Du/v$. Without static scattering the $u^2$ cancels:

$$\kappa=\frac{k\omega_D^3}{2\pi^2v\,\Gamma_{3D}}\,f,\qquad
f=\int_0^1\frac{du}{1+ru^2}=\frac{\arctan\sqrt r}{\sqrt r}.$$

Let $s=\sqrt r$, so $ds/d\ln T=s/2$. The prefactor contributes 1 to $p$, the factor $1/s$ contributes $1/2$, and the arctangent contributes the last term:

$$p=\frac32-\frac{\sqrt r}{2(1+r)\arctan\sqrt r}.$$

For small $r$, $f\simeq1-r/3$ and $p\simeq1+r/3$. A single mode at the cutoff has $p=1+r/(1+r)\simeq1+r$. The spectrum responds a third as strongly because $\langle u^2\rangle=1/3$ in this limit.

For large $r$, $\arctan\sqrt r\to\pi/2$ and $p\to3/2$, while the single mode tends to 2. Modes below $u\simeq1/\sqrt r$ are still limited by three-phonon scattering. They carry a finite part of the heat, and the width of this window shrinks as $T^{-1/2}$. That supplies the extra half power. The value $3/2$ follows from the assumed powers $u^2$ and $u^4$ and changes with them. It is also only a limit of the model formula; at high enough temperature the perturbative rates themselves cease to apply.

## Numbers for a model crystal

Choose $v=2500$ m/s, a cutoff of 4.0 THz and, at the cutoff and 300 K, $\Gamma_3=0.20$ and $\Gamma_4=0.08$ per ps. Then $r=0.08/0.20=0.40$. With $\omega_D=2\pi\times4.0\times10^{12}$ s$^{-1}$, the prefactor gives a three-phonon conductivity of 22.2 W/(m K). The reduction factor is $f=0.564/0.632=0.892$, so $\kappa=19.8$ W/(m K).

At 900 K, $\Gamma_3$ is three times larger and $\Gamma_4$ nine times larger, so $r=1.2$. The closed formulas give:

| $T$ (K) | $r$ | $\kappa$ (W/(m K)) | $p$, spectrum | $p$, cutoff mode |
|---|---|---|---|---|
| 300 | 0.4 | 19.8 | 1.10 | 1.29 |
| 600 | 0.8 | 9.06 | 1.16 | 1.44 |
| 900 | 1.2 | 5.62 | 1.20 | 1.55 |

A $1/T$ extrapolation from 300 K predicts $19.8/3=6.60$ W/(m K) at 900 K. The model value is 15% below that prediction. The average exponent over the range is $\ln(19.80/5.615)/\ln3=1.15$. Thus, in this model the exponent stays well below 2 even where four-phonon scattering is the stronger process at the cutoff. How far below depends on the assumed powers of $u$: if $\Gamma_4$ also went as $u^2$, every mode would have the same ratio $r$, the spectrum would follow the cutoff-mode column, and $p$ would tend to 2.

Using the full heat capacity but classical rates, with the integral over $u$ done by Gauss–Legendre quadrature, lowers $p$ at 300 K from 1.099 to 1.078. The asymptotic formula explains the size. The average needed is

$$\langle u^2\rangle=\frac1f\int_0^1\frac{u^2du}{1+ru^2}=\frac{1-f}{rf}=0.304,$$

so $\langle x^2/6\rangle\simeq0.304\times0.640^2/6=0.021$. At 900 K the exponent changes by only 0.002.

The rate correction can be of similar size. To estimate it, take a mode at $u=0.6$ and sum $WF$ over partner frequencies. The independent ones are placed at the midpoints of 60 equal intervals below the cutoff, and the last one is fixed by energy conservation. Set $W$ proportional to the squared product of partner frequencies, with factors $1/2$ or $1/6$ for interchangeable partners. Momentum conservation is not imposed. Finite differences in $\ln T$ give rate powers of 1.012 and 2.039 at 300 K, and 1.001 and 2.004 at 900 K. The deviations fall about ninefold when $T$ triples, as $T^{-2}$ requires. Here they raise the exponent, against the heat capacity. The second decimal of $p$ at 300 K therefore depends on the actual scattering processes.

## Thin layers: when the fall is slower than $1/T$

Represent a boundary by $\Gamma_0=v/L$, the same for all modes. This is a rough estimate, since it ignores the direction of travel and the surface quality. The length $L$ is therefore an effective scattering length; the thickness of a real layer with the same exponent can differ from it by a factor of two or more. With $\epsilon^2=\Gamma_0/\Gamma_{3D}$, the integral $f$ is reduced by

$$\int_0^1\left[\frac1{1+ru^2}-\frac{u^2}{\epsilon^2+u^2+ru^4}\right]du
=\int_0^1\frac{\epsilon^2\,du}{(1+ru^2)(\epsilon^2+u^2+ru^4)} .$$

For small $\epsilon$ the integrand is concentrated at $u$ up to a few times $\epsilon$, where $ru^2$ is negligible. The upper limit may then be moved to infinity, and the reduction is $\int_0^\infty\epsilon^2du/(\epsilon^2+u^2)=\pi\epsilon/2$. It is proportional to $\sqrt{\Gamma_0}$, so a weak static rate has a large effect through the long waves.

Let $p_\infty$ be the exponent without boundaries. The relative reduction $\pi\epsilon/(2f)$ varies locally as $T^{p_\infty-3/2}$, because $\epsilon\propto T^{-1/2}$ and $f\propto T^{1-p_\infty}$. To first order in $\epsilon$,

$$p\simeq p_\infty-\frac{\pi\epsilon}{2f}\left(\frac32-p_\infty\right).$$

Setting $p=1$ at 300 K gives

$$\epsilon=\frac{2f(p_\infty-1)}{\pi(3/2-p_\infty)}=\frac{2\times0.892\times0.0995}{\pi\times0.4005}=0.141,$$

hence $\Gamma_0=0.20\,\epsilon^2=0.0040$ per ps and $L=v/\Gamma_0\simeq630$ nm. A numerical root search with the full integral gives 670 nm. At 900 K the same search gives 43 nm. There $\Gamma_{3D}$ is three times larger, and the first-order formula allows an $\epsilon^2$ about five times larger, mainly because $p_\infty-1$ has doubled. At that $\epsilon\simeq0.32$ the formula is only a rough guide: it puts the relative reduction of $\kappa$ at 0.67, against 0.44 from the full integral. These lengths use $C=k$ and the classical rates. Because $p_\infty-1$ is small at 300 K, the length there is sensitive to the quantum corrections: the full heat capacity alone moves it from 670 nm to about 1200 nm, while the 900 K value moves only to 44 nm.

For $L=100$ nm at 300 K, $\Gamma_0=0.025$ per ps. This is below the four-phonon rate at the cutoff, yet the full integral with $C=k$ gives $p=0.84$ and $\kappa=11.0$ W/(m K); the full heat capacity changes these to 0.81 and 10.8. Modes with $u<(0.025/0.08)^{1/4}=0.75$ have a static rate above their four-phonon rate and pull the exponent down.

## Where the expansion stops

High temperature helps the classical expansion but strains the phonon picture. At 900 K the cutoff mode has $\Gamma=0.60+0.72=1.32$ per ps and a mean free path of $2500/(1.32\times10^{12})$ m, or 1.9 nm. That is three times its wavelength of 0.625 nm, so much stronger scattering would leave little room for a travelling wave.

The assumption of fixed force constants also limits the reading of a measured exponent. Classical mean-square displacements grow as $T$, and so, to lowest order, do thermal expansion and the shifts of frequencies and couplings. They can turn $AT$ into $AT(1+\alpha T)$, with $\alpha$ of either sign. This contributes to the rate at the same order, $T^2$, as four-phonon scattering. An exponent above 1 is therefore compatible with four-phonon scattering but does not by itself identify it.

Numbers in the example were calculated in double precision.
